# Saddle-point barrier lowering at a small low-barrier patch

**Q.** A metal contact has a small spot where the Schottky barrier is lower than elsewhere. Why is the barrier seen by an electron not simply the lower value at the spot?

**A.** Because the electron must first reach the spot. The surroundings have the higher barrier, and their potential spreads sideways in front of a small spot. The electron then crosses a potential pass some distance inside the semiconductor. The question is how high that pass is and how it moves with band bending.

Take an n-type semiconductor in $z>0$, with relative permittivity $\varepsilon$ and uniform donor density $N$. The metal surface $z=0$ has barrier $\Phi$, except on a disc of radius $R$, where it is $\Phi-\Delta$. Let $V>0$ be the band bending as an energy, and measure electron energy from $\Phi$. I use atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$. Donors are fully ionized and smeared into a continuous charge, free carriers in the depletion layer are neglected, and the patch is isolated.

**Q.** Start without the patch. What field does the electron feel?

**A.** The electron's energy is minus the electrostatic potential, so Poisson's equation gives $E_0''=4\pi N/\varepsilon$ in the depletion layer. At its edge $z=W$ the field vanishes and the energy is $-V$. Integrating twice from there,

$$E_0(z)=-V+\frac{2\pi N}{\varepsilon}(W-z)^2 .$$

The condition $E_0(0)=0$ fixes $V=2\pi NW^2/\varepsilon$, so $W=\sqrt{\varepsilon V/(2\pi N)}$. Replacing $2\pi N/\varepsilon$ by $V/W^2$ and expanding the square,

$$E_0(z)=-Fz+\frac{V}{W^2}z^2,\qquad F=\frac{2V}{W}=\sqrt{\frac{8\pi NV}{\varepsilon}} .$$

Near the metal the band falls with slope $F$. At fixed doping $F$ grows as $V^{1/2}$, not as $V$, because the layer widens as the bending increases.

**Q.** Now you will add a patch potential. What entitles you to add it?

**A.** The donor charge is fixed, so Poisson's equation is linear inside the layer. Write $E=E_0-\varphi$. Then $\varphi$ obeys Laplace's equation, equals $\Delta$ on the disc and equals zero on the rest of the metal. For now let it vanish at infinity; the depletion edge comes later. The solution is

$$\varphi(\mathbf r)=\frac{\Delta z}{2\pi}\int_{\rm disc}\frac{dA'}{|\mathbf r-\mathbf r'|^3}.$$

To see this, note that $z/d^3$, with $d=|\mathbf r-\mathbf r'|$, is minus the $z$ derivative of $1/d$, and so is harmonic for $z>0$. Its integral over the whole plane, divided by $2\pi$, is $\int_0^\infty zt\,dt/(t^2+z^2)^{3/2}=1$. As $z\to0$ this unit weight gathers at the point below $\mathbf r$, so the integral takes the required boundary values.

On the disc's axis the integral is elementary:

$$\varphi(0,z)=\Delta z\int_0^R\frac{t\,dt}{(t^2+z^2)^{3/2}}=\Delta\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].$$

**Q.** Where is the point dipole in this?

**A.** At distances $r\gg R$ the denominator is nearly constant over the disc, whose area is $\pi R^2$. With $\rho$ the distance from the axis,

$$\varphi\simeq\frac{\Delta R^2}{2}\frac{z}{r^3},\qquad r^2=\rho^2+z^2 .$$

A dipole $p$ along $z$ has potential $pz/(\varepsilon r^3)$, so $p=\varepsilon\Delta R^2/2$.

**Q.** A dipole layer with potential step $\Delta$ has moment $\varepsilon\Delta/(4\pi)$ per unit area. Times $\pi R^2$, that is half your value.

**A.** The other half is in the metal. Put a positive charge $q$, spread over the patch, at a small height $h$. The step is $4\pi(q/\pi R^2)h/\varepsilon=\Delta$, so $qh=\varepsilon\Delta R^2/4$. The metal supplies an image $-q$ at $-h$. The pair has moment $2qh=\varepsilon\Delta R^2/2$.

**Q.** Then find the pass, and show me that it is one.

**A.** Keep the uniform field and the dipole. On the axis

$$E(0,z)=-Fz-\frac{\Delta R^2}{2z^2},\qquad \frac{dE}{dz}=-F+\frac{\Delta R^2}{z^3}.$$

The slope vanishes at

$$z_s=\left(\frac{\Delta R^2}{F}\right)^{1/3}.$$

The second derivative there is $-3\Delta R^2/z_s^4=-3F/z_s$, so this is a maximum along the axis. For small $\rho$, $(z^2+\rho^2)^{-3/2}\simeq z^{-3}(1-3\rho^2/2z^2)$, and the energy rises sideways by $3\Delta R^2\rho^2/(4z_s^4)$. The transverse curvature is therefore

$$k_t=\frac{3\Delta R^2}{2z_s^4}=\frac{3F}{2z_s}$$

in each of two directions. The three curvatures add to zero, as Laplace's equation demands. The point is a saddle.

**Q.** A saddle, yes. But might an electron find a lower route off the axis?

**A.** No. On any plane of constant $z$, the dipole potential $\varphi$ is largest at $\rho=0$, so the energy is lowest there. A path from the interior to the patch must cross the plane $z=z_s$, and it cannot do so below the energy on the axis. The path along the axis needs no more than that energy.

The argument survives for the finite disc. The function $z/d^3$ decreases with lateral distance, so it can be built from discs of constant height, and the overlap of two discs cannot grow as their centres separate. Again $\varphi$ is largest on the axis.

**Q.** How high is the pass, then, and what power of the band bending do you get?

**A.** Let $L$ be its depth below $\Phi$. Using $\Delta R^2=Fz_s^3$,

$$L=Fz_s+\frac{\Delta R^2}{2z_s^2}=Fz_s+\frac{Fz_s}{2}=\frac32Fz_s=\frac32(\Delta R^2)^{1/3}F^{2/3}.$$

Since $F^{2/3}=(8\pi NV/\varepsilon)^{1/3}$, and the cube root of 8 turns $3/2$ into 3,

$$\boxed{L=3\left(\frac{\pi N\Delta R^2V}{\varepsilon}\right)^{1/3}}$$

At fixed $N$, $\Delta$ and $R$, the lowering grows as $V^{1/3}$. A stronger field pulls the pass towards the patch, where the dipole is stronger. This gives $F^{2/3}$, and the depletion layer supplies $F\propto V^{1/2}$.

**Q.** So the one third belongs partly to the doping profile?

**A.** Yes. Consider an undoped layer of fixed thickness $b\gg z_s$ between the metal and a conducting substrate. Its field is $F=V/b$, and the same saddle gives

$$L=\frac32(\Delta R^2)^{1/3}\left(\frac Vb\right)^{2/3}.$$

The patch physics is unchanged, but the exponent is two thirds. The one-third law needs uniform doping and a free depletion edge.

**Q.** Your formula also grows without limit. The pass cannot lie below the patch itself.

**A.** There the point dipole has failed, because the saddle has come within about $R$ of the disc. Use the full axial potential with the uniform field. The stationary condition is

$$\frac{\Delta R^2}{(z^2+R^2)^{3/2}}=F ,$$

or $z^2+R^2=z_s^2$, where $z_s$ still denotes the point-dipole distance. Define $s=R^2/z_s^2=(RF/\Delta)^{2/3}$. The true saddle is at $z_*=z_s\sqrt{1-s}$, and $F=\Delta R^2/z_s^3=\Delta s/z_s$. Hence

$$L=Fz_*+\Delta\left(1-\frac{z_*}{z_s}\right)=\Delta\left[s\sqrt{1-s}+1-\sqrt{1-s}\right]=\Delta\left[1-(1-s)^{3/2}\right].$$

For small $s$ this is $\tfrac32\Delta s(1-s/4+\dots)$, and $\tfrac32\Delta s=\tfrac32Fz_s$ is the dipole result. At $s=1$, when $F=\Delta/R$, the saddle reaches the metal and $L=\Delta$. In stronger fields there is no pass: the barrier in front of the patch centre is $\Phi-\Delta$, independent of $V$ in this model.

**Q.** You have also dropped the curvature of the depletion potential.

**A.** It adds $Vz^2/W^2$ to the energy. At a stationary point the first-order change is the added term itself, since moving the point costs nothing at that order. The pass rises by $Vz_s^2/W^2$. Relative to the dipole result $L_0=\tfrac32Fz_s=3Vz_s/W$, that is $z_s/(3W)$. With the disc correction,

$$\frac{L}{L_0}=1-\frac{z_s}{3W}-\frac{R^2}{4z_s^2}+\dots$$

The law thus needs $R\ll z_s\ll W$. To find the local exponent, use $z_s\propto V^{-1/6}$ and $W\propto V^{1/2}$. Then $z_s/W\propto V^{-2/3}$ and $R^2/z_s^2\propto V^{1/3}$, so

$$\frac{d\ln L}{d\ln V}=\frac13+\frac{2z_s}{9W}-\frac{R^2}{12z_s^2}+\dots$$

The depletion curvature raises the exponent and the finite disc reduces it.

**Q.** And the depletion edge? The patch potential should not extend to infinity.

**A.** Let the edge move to $W+\eta$. The field must vanish there, so $2V\eta/W^2=\partial\varphi/\partial z$, and $\eta$ is of first order in the patch potential. The energy there must remain $-V$, so $V\eta^2/W^2-\varphi(W+\eta)=0$. The first term is of second order, which leaves $\varphi=0$ at $z=W$ to first order. Parallel image dipoles at $z=\pm2nW$ meet this condition. On the axis they add

$$\frac{\Delta R^2}{2}\sum_{n=1}^{\infty}\left[\frac1{(2nW+z)^2}-\frac1{(2nW-z)^2}\right]\simeq-\frac{\Delta R^2z}{4W^3}\sum_{n=1}^{\infty}\frac1{n^3},$$

because each bracket is close to $-4z/(2nW)^3$. The sum is about 1.20. Relative to $L_0$ the loss is of order $(z_s/W)^3$.

**Q.** Put in numbers for a contact someone might make.

**A.** Take nickel silicide on lightly doped n-type silicon at 300 K, as in a Schottky diode. Rough typical values are $\Phi=0.65$ eV, $\varepsilon=11.7$ and $N=10^{16}$ cm$^{-3}$. The patch is my choice: $\Delta=0.30$ eV and $R=4$ nm. With rough valley masses 0.98 and 0.19, the six valleys have an effective density of states $N_c=12(m_lm_t^2)^{1/2}(kT/2\pi)^{3/2}$ in atomic units, or $2.83\times10^{19}$ cm$^{-3}$. The bulk conduction edge then lies $kT\ln(N_c/N)=0.2055$ eV above the Fermi level. Digits beyond the second are kept only to make the arithmetic reproducible. At zero bias $V=0.65-0.2055=0.4445$ eV, and reverse bias adds to this.

To use eV and nm, divide $\varepsilon$ in the formulas by $e^2/(4\pi\varepsilon_0)=1.44$ eV nm. With $N=10^{-5}$ nm$^{-3}$,

$$W=\sqrt{\frac{11.7\times0.4445}{2\pi\times10^{-5}\times1.44}}\ \text{nm}\simeq240\ \text{nm}.$$

The slope is $2V/W=0.00371$ eV/nm, a field of 0.0371 MV/cm. With $\Delta R^2=4.8$ eV nm$^2$, $z_s=(4.8/0.00371)^{1/3}=10.9$ nm, or 109 Å. Then $L_0=3\times0.4445\times10.9/240=0.061$ eV. In the table, the last row comes from a numerical search for the axial maximum with the finite disc and the depletion curvature included.

| Reverse bias | 0 V | 1 V | 5 V |
|---|---:|---:|---:|
| $V$ (eV) | 0.445 | 1.445 | 5.445 |
| $W$ (nm) | 240 | 432 | 839 |
| Field (MV/cm) | 0.037 | 0.067 | 0.130 |
| $z_s$, dipole (nm) | 10.9 | 9.0 | 7.2 |
| $L_0$, dipole (eV) | 0.061 | 0.090 | 0.140 |
| $L$, disc and curvature (eV) | 0.058 | 0.085 | 0.128 |

**Q.** Does the last row still follow one third?

**A.** Nearly. Between 0 and 5 V its average exponent is $\ln(0.1280/0.0577)/\ln(5.4445/0.4445)=0.318$. The local exponent falls from 0.331 to 0.303. At zero bias the two corrections almost cancel: $2z_s/9W=0.010$ and $R^2/12z_s^2=0.011$. At 5 V, $R/z_s$ has reached 0.56 and the finite disc dominates. In this model, which so far leaves out the image force, the pass would vanish only at $\Delta/R=0.75$ MV/cm, a field above the rough breakdown value for such silicon.

**Q.** If the pass drops by 0.070 eV, does the patch current rise by the Boltzmann factor?

**A.** That factor is about 15, but the pass also narrows. For classical electrons in a harmonic pass, the effective area is

$$\int_0^\infty e^{-k_t\rho^2/2kT}\,2\pi\rho\,d\rho=\frac{2\pi kT}{k_t}=\frac{4\pi kT z_s}{3F}.$$

From 0 to 5 V, $z_s/F$ changes by $(7.18/10.90)(0.0371/0.1298)=0.19$. In this harmonic estimate the current gain is therefore nearer 3. It is rough: the thermal half-width $\sqrt{kT/k_t}$ at zero bias is 7.1 nm, not small beside $z_s$ and larger than the patch radius. In the plane of the pass the energy rises sideways by only $\varphi(0,z_s)\simeq L_0/3=0.020$ eV in all, less than $kT$, so many electrons cross outside the harmonic region. The estimate also counts every electron that crosses the pass as collected, although some may miss the small patch and turn back. Following collisionless classical trajectories out of the disc, with an isotropic mass and no image force, gives an effective area at zero bias of about 140 nm$^2$, against about 320 nm$^2$ in the harmonic estimate, and a gain near 6. The factor 3 is therefore not a prediction of the current. It shows only that the Boltzmann factor alone is not enough: the width of the pass matters too.

**Q.** You have ignored the image force on the electron. Is that small?

**A.** Not for the contrast with the surroundings. An electron at distance $z$ is attracted to its image with force $1/[\varepsilon(2z)^2]$, which integrates to an energy $-1/(4\varepsilon z)$. Far from the patch, $-Fz-1/(4\varepsilon z)$ has its maximum at $z=1/(2\sqrt{\varepsilon F})$, which lies $\sqrt{F/\varepsilon}$ below $\Phi$.

With this energy included, the numerical maxima at 0 and 5 V lie 0.061 and 0.133 eV below $\Phi$ at the patch, and 0.021 and 0.040 eV below it elsewhere. The pass gains little because it is farther from the metal. Its depth below the surroundings is 0.039 eV at zero bias and 0.093 eV at 5 V.

**Q.** That contrast has an average exponent of 0.344. Surely it confirms your law?

**A.** It does not. The surrounding barrier falls as $F^{1/2}\propto V^{1/4}$, and subtracting this slower growth raises the exponent of the difference. The finite disc pulls it down. The two shifts happen to compensate in part over this bias range, so closeness to one third does not show that the point-dipole limit has been reached.

**Q.** What about the donors? A volume $z_s^3$ contains hardly any.

**A.** About 0.013 on average, so smearing them is a serious idealization. Suppose their positions are independent. A donor at distance $r_1$ from the saddle, and $r_2$ from the saddle's mirror point, contributes $(1/r_1-1/r_2)/\varepsilon$ to the potential. The variance is $N/\varepsilon^2$ times the integral of $(1/r_1-1/r_2)^2$ over the half-space, which can be extended to infinity for $W\gg z_s$.

Set $r_1=z_s(\xi-\eta)$ and $r_2=z_s(\xi+\eta)$, with $\xi>1$ and $0<\eta<1$. The volume element is $z_s^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$, and the squared difference is $4\eta^2/[z_s^2(\xi^2-\eta^2)^2]$. Thus

$$8\pi z_s\int_0^1\eta^2d\eta\int_1^\infty\frac{d\xi}{\xi^2-\eta^2}=8\pi z_s\int_0^1\eta\,\operatorname{artanh}\eta\,d\eta=4\pi z_s .$$

The standard deviation is $\sqrt{4\pi Nz_s}/\varepsilon$, here 0.005 eV. This is the root-mean-square spread, between nominally identical patches, of the potential at the fixed saddle point. Rare donors close to the pass contribute much of it, so most patches would differ from the average by less.

**Q.** And the sharp depletion edge, tunnelling, and other patches?

**A.** Let $y$ be the band energy above its bulk value. With the electron tail, the net charge is $N(1-e^{-y/kT})$. Multiplying Poisson's equation by $y'$ and integrating gives

$$F^2=\frac{8\pi N}{\varepsilon}\left[V-kT(1-e^{-V/kT})\right]\simeq\frac{8\pi N}{\varepsilon}(V-kT).$$

At zero bias this costs 0.001 eV of lowering. The images from the depletion edge cost about $10^{-6}$ eV.

For quantum effects I treated the pass as harmonic: a parabolic barrier along $z$ and oscillator levels across it, summed over silicon's six valleys for a (100) surface. With the point-dipole curvatures, the net effect is equivalent to extra lowering of 0.0001 eV at zero bias and 0.0008 eV at 5 V; the softer curvatures of the finite disc reduce the second figure to about 0.0006 eV. Given the width of the pass, these are sizes, not precise corrections.

A similar patch at lateral distance $D$ lowers the pass by $\Delta R^2z_s/[2(D^2+z_s^2)^{3/2}]$. For a single neighbour this reaches 0.001 eV at $D=28$ nm at zero bias. Neighbours add up, however: summed over a square array of that spacing, this formula gives about 0.010 eV. With finite discs, and with the depletion edge screening the array's average potential (no longer a negligible effect), the figure is about 0.008 eV. Patches must therefore be treated together even when they are somewhat farther apart.

**Q.** How far can I carry this over to real contacts?

**A.** The doping and barrier suit a lightly doped silicon diode, but $\Delta$ and $R$ are not measurements. A real contact may have patches of many sizes and strengths, so its total current need not follow one patch. At zero bias, the image force moves the contrast from 0.058 to 0.039 eV, and random donors vary the potential at the fixed saddle point by about 0.005 eV root mean square. The field at 5 V is about a third of a rough breakdown field of 0.4 MV/cm.

Interconnect contacts to source and drain regions are a different case, with doping near $10^{20}$ cm$^{-3}$. At the same $V$, $F\propto N^{1/2}$ would be a hundred times larger, about 3.7 MV/cm. The depletion layer would be only about 2.4 nm thick. Silicon is degenerate at that doping, so for the same $\Phi$ the bending is nearer 0.7 eV, giving roughly 4.7 MV/cm and 3 nm. Either way the layer is thinner than $R$, so the picture of a pass well in front of a small patch fails, and tunnelling through the thin barrier would have to be treated from the start. The one-third law should not be used there.

All numerical values are calculated from the stated model.
